# Variance of random-phase trace estimators for the density of states

## The situation

A disordered crystal is modelled by a supercell of many sites. Its Hamiltonian matrix $H$ is sparse, so multiplying a vector by $H$ is cheap, but finding all its eigenvalues is not. The density of states needs only the trace of a function of $H$, and a trace can be estimated by applying that function to a few random vectors. How many vectors are needed, how this number depends on the size of the supercell, and whether the components should be phases or Gaussian numbers all follow from one variance.

The algebra uses atomic units; numerical energies are in eV. The matrix $H$ is $N\times N$ and Hermitian, in an orthonormal basis with one orbital per site, for one spin. Its eigenvalues are $\varepsilon_n$. The density of states per site at energy $\varepsilon$, with resolution $\sigma$, is

$$
\rho_\sigma(\varepsilon)=\frac1N\sum_n\delta_\sigma(\varepsilon-\varepsilon_n)=\frac1N\,\mathrm{Tr}\,A,\qquad A=\delta_\sigma(\varepsilon-H),
$$

$$
\delta_\sigma(x)=\frac{e^{-x^2/2\sigma^2}}{\sigma\sqrt{2\pi}} .
$$

Throughout, $H$ is held fixed and $\mathbb E$ averages over the random vectors alone. The errors below are therefore relative to the trace for this one finite $H$. The difference between this sample and an infinite one, the spread between disorder realizations and the smearing by $\sigma$ are separate errors.

## Variance for a general random vector

Let $z$ have independent, identically distributed components with

$$
\mathbb E z_i=0,\qquad \mathbb E|z_i|^2=1,\qquad \mathbb E z_i^2=m,\qquad \mathbb E|z_i|^4=\kappa .
$$

The estimator is $X=z^\dagger Az=\sum_{ij}z_i^*A_{ij}z_j$, which is real because $A$ is Hermitian. For $i\ne j$, independence gives $\mathbb E z_i^*z_j=\mathbb E z_i^*\,\mathbb E z_j=0$; for $i=j$ the average is 1. Hence $\mathbb E X=\sum_iA_{ii}=\mathrm{Tr}\,A$.

Split the deviation from the mean into two parts:

$$
X-\mathrm{Tr}\,A=D+O,
$$

$$
D=\sum_iA_{ii}(|z_i|^2-1),\qquad O=\sum_{i\ne j}z_i^*A_{ij}z_j .
$$

**Diagonal part.** The terms of $D$ are independent and have zero mean, so their variances add:

$$
\mathbb E D^2=\sum_iA_{ii}^2\,\mathbb E(|z_i|^2-1)^2=(\kappa-1)\sum_iA_{ii}^2 ,
$$

since $\mathbb E(|z|^2-1)^2=\kappa-2+1$.

**Cross term.** A term of $DO$ contains $(|z_k|^2-1)z_i^*z_j$ with $i\ne j$. At least one of $i,j$ differs from $k$, and that component occurs once, giving a factor $\mathbb E z=0$ or its conjugate. Thus $\mathbb E(DO)=0$.

**Off-diagonal part.** Here

$$
\mathbb E O^2=\sum_{i\ne j}\sum_{k\ne l}A_{ij}A_{kl}\,\mathbb E(z_i^*z_jz_k^*z_l).
$$

A component that occurs once makes the average vanish. Since $i\ne j$ and $k\ne l$, two pairings remain:

- $k=j$, $l=i$ gives $\mathbb E|z_i|^2\,\mathbb E|z_j|^2=1$, multiplying $A_{ij}A_{ji}=|A_{ij}|^2$.
- $k=i$, $l=j$ gives $\mathbb E(z_i^*)^2\,\mathbb E z_j^2=|m|^2$, multiplying $A_{ij}^2$.

Adding the parts,

$$
\mathrm{Var}\,X=\sum_{i\ne j}\left(|A_{ij}|^2+|m|^2A_{ij}^2\right)+(\kappa-1)\sum_iA_{ii}^2. \tag{1}
$$

The sum over $A_{ij}^2$ is real, because the terms $ij$ and $ji$ are complex conjugates.

## Phases, signs and Gaussian numbers

**Random phases.** For $z_i=e^{i\theta_i}$ with $\theta_i$ uniform on the circle, $|z_i|=1$ gives $\kappa=1$, and $\mathbb E e^{2i\theta}=0$ gives $m=0$. Equation (1) becomes

$$
\mathrm{Var}\,X=V,\qquad V=\sum_{i\ne j}|A_{ij}|^2. \tag{2}
$$

The diagonal is summed without error because every component has unit modulus; the off-diagonal elements are the noise. A continuous distribution of angles is not required. Choosing among $1,i,-1,-i$ with equal probability also gives $\mathbb E z=\mathbb E z^2=0$ and $|z|=1$, hence the same variance.

**Random signs.** For $z_i=\pm1$, $\kappa=1$ but $m=1$. Combining each element with its conjugate partner,

$$
\mathrm{Var}\,X=\sum_{i\ne j}\left(|A_{ij}|^2+\mathrm{Re}\,A_{ij}^2\right)=2\sum_{i\ne j}(\mathrm{Re}\,A_{ij})^2 .
$$

For a real matrix this is $2V$. Signs then need twice as many vectors as phases for the same error, although real arithmetic makes each vector cheaper.

**Complex Gaussian numbers.** Let the real and imaginary parts be independent normal variables of variance $1/2$. The phase is uniform, so $m=0$, and $u=|z|^2$ has probability density $e^{-u}$, so $\kappa=\int_0^\infty u^2e^{-u}du=2$. Therefore

$$
\mathrm{Var}\,X=V+\sum_iA_{ii}^2=\mathrm{Tr}\,A^2. \tag{3}
$$

The extra term is never negative. The identity matrix shows it most plainly: phases give $X=N$ for every vector, whereas Gaussian vectors give a variance $N$. For real normal components, $m=1$ and $\kappa=3$, and (1) gives $2\,\mathrm{Tr}(\mathrm{Re}\,A)^2$.

## What normalization does to Gaussian vectors

When the diagonal elements of $A$ are nearly equal, dividing by the squared length of the vector removes most of the Gaussian penalty. Let $g$ be a complex Gaussian vector, $s=g^\dagger g$, and

$$
Y=N\,\frac{g^\dagger Ag}{g^\dagger g}=Nq,\qquad q=\frac{g^\dagger Ag}{s}.
$$

The probability density of $g$ depends on $s$ alone. The direction of $g$ is therefore independent of its length, and $q$, which depends on direction, is independent of $s$. Since $s$ is a sum of $N$ independent variables of mean 1 and variance 1, $\mathbb E s=N$ and $\mathbb E s^2=N^2+N$.

From $X=sq$ follow $\mathbb E q=\mathrm{Tr}\,A/N$ and, with (3),

$$
\mathbb E q^2=\frac{\mathbb E X^2}{\mathbb E s^2}=\frac{\mathrm{Tr}\,A^2+(\mathrm{Tr}\,A)^2}{N(N+1)} .
$$

Thus $\mathbb E Y=\mathrm{Tr}\,A$, and

$$
\mathrm{Var}\,Y=N^2\mathbb E q^2-(\mathrm{Tr}\,A)^2
=\frac{N}{N+1}\left[\mathrm{Tr}\,A^2-\frac{(\mathrm{Tr}\,A)^2}{N}\right]. \tag{4}
$$

To compare this with phases, write $V=\mathrm{Tr}\,A^2-\sum_iA_{ii}^2$. The mean of the squared diagonal elements is at least the square of their mean, so $\sum_iA_{ii}^2\ge(\mathrm{Tr}\,A)^2/N$ and

$$
V\le\frac{N+1}{N}\,\mathrm{Var}\,Y .
$$

Equality holds when all diagonal elements are equal, as on a clean lattice of equivalent sites. Normalized Gaussian vectors are then better than phases by the factor $N/(N+1)$ in variance, which is negligible for large $N$. When the local densities $A_{ii}$ differ sufficiently from site to site, phases are better, because they sum unequal diagonal elements without error too.

## From the variance to the law in $R$ and $N$

Average $X/N$ over $R$ independent vectors. The variance of an average of independent values is the single-value variance divided by $R$, so the standard error of the density of states is

$$
\Delta\rho=\frac{\sqrt V}{N\sqrt R}=\sqrt{\frac{v}{RN}},\qquad v=\frac VN. \tag{5}
$$

This is a $1/\sqrt{RN}$ law if $v$ tends to a finite non-zero constant as $N$ grows. To see when it does, square the smeared delta function:

$$
\delta_\sigma(x)^2=\frac{e^{-x^2/\sigma^2}}{2\pi\sigma^2}
=\frac{1}{2\sqrt\pi\,\sigma}\,\frac{e^{-x^2/\sigma^2}}{\sigma\sqrt\pi}
=\frac{\delta_{\sigma/\sqrt2}(x)}{2\sqrt\pi\,\sigma}.
$$

Summing over eigenvalues gives $\mathrm{Tr}\,A^2=N\rho_{\sigma/\sqrt2}/(2\sqrt\pi\,\sigma)$. Removing the diagonal,

$$
v=\frac{\rho_{\sigma/\sqrt2}(\varepsilon)}{2\sqrt\pi\,\sigma}-\frac1N\sum_iA_{ii}^2. \tag{6}
$$

At fixed $\sigma$, both terms are averages over the sample and settle to constants in a large homogeneous system. There is also a bound that needs no such assumption. No eigenvalue of $A$ exceeds $1/(\sigma\sqrt{2\pi})$, so $V\le\mathrm{Tr}\,A^2\le N/(2\pi\sigma^2)$ and

$$
\Delta\rho\le\frac{1}{\sigma\sqrt{2\pi RN}} .
$$

**Narrow window.** Suppose that $\rho$ varies little over the width $\sigma$ and that the diagonal term in (6) is small compared with the first. Then

$$
\frac{\Delta\rho}{\rho}\approx\frac1{\sqrt{Rn}},\qquad n=2\sqrt\pi\,\sigma N\rho. \tag{7}
$$

Here $n$ is the effective number of levels in the window. A large sample needs few vectors because its window already contains many levels.

**Resolution tied to the level spacing.** If $\sigma=c/N$ with constant $c$, then $n=2\sqrt\pi\,c\rho$ does not grow. Under the assumptions of (7), the error is then independent of $N$. The $1/\sqrt{RN}$ law is thus a statement about fixed resolution.

**Isolated sites.** If hopping vanishes, $A$ is diagonal in the site basis and $V=0$: one random-phase vector gives the trace without error. The diagonal term in (6) cancels the first, and (7) does not apply.

**Phases against Gaussian vectors.** From (3), (6) and $\frac1N\sum_iA_{ii}^2\ge\rho_\sigma^2$,

$$
\frac{V}{\mathrm{Tr}\,A^2}\le1-2\sqrt\pi\,\sigma\,\frac{\rho_\sigma^2}{\rho_{\sigma/\sqrt2}} .
$$

For equal diagonal elements this is an equality, and the advantage of phases over unnormalized Gaussian vectors disappears as $\sigma\to0$ at fixed smooth $\rho$. Strong disorder makes the diagonal elements very unequal, and a narrow window then need not make the diagonal term small. On the square lattice of the worked example with 576 sites and site energies between $-10$ and $10$ eV, $V/\mathrm{Tr}\,A^2$ near $\varepsilon=1$ eV stays between 0.5 and 0.6 for $\sigma$ from 0.3 to 0.01 eV. Phases keep their advantage there, and the assumption behind (7) fails.

## Bloch states and twists

The trace does not depend on the basis, and neither does $\mathrm{Tr}\,A^2$, but $V$ does. On a clean lattice with one orbital per cell, $A$ is diagonal in Bloch states, with elements $\delta_\sigma(\varepsilon-\varepsilon_{\mathbf k})$. Put random phases $z_{\mathbf k}$ on the Bloch states, and

$$
X=\sum_{\mathbf k}|z_{\mathbf k}|^2\delta_\sigma(\varepsilon-\varepsilon_{\mathbf k})=\sum_{\mathbf k}\delta_\sigma(\varepsilon-\varepsilon_{\mathbf k}),
$$

which is the Brillouin-zone sum itself. Random phases on the sites give the same expression with the Bloch components of $z$, whose moduli fluctuate. They sample the zone with random weights of mean 1. Disorder couples different $\mathbf k$ and makes $V$ non-zero in the Bloch basis too.

A twisted boundary condition replaces $H$ by $H(\phi)$, and (2) holds for each twist with its own $V(\phi)$. For an equal-weight average over $M$ twists, with $R$ fresh vectors at each, the errors are independent and

$$
(\Delta\rho)^2=\frac1{M^2}\sum_\phi\frac{V(\phi)}{RN^2}.
$$

If $V(\phi)/N$ is nearly the same value $v$ for all twists, the error is $\sqrt{v/(MRN)}$: the stochastic error depends on the total number of vectors $MR$. Twists may reduce the finite-size error as well, which more vectors at one twist cannot do.

The twist can be placed on all the bonds that cross one boundary of the supercell, or spread evenly over the bonds along that direction. The two choices differ by site phases, $A_{ij}\to e^{-i\chi_i}A_{ij}e^{i\chi_j}$, which leave every $|A_{ij}|$ and hence $V$ unchanged. The variance for random signs contains $\mathrm{Re}\,A_{ij}$ and can change.

## Implementation

The matrix $A$ need not be formed. Choose $b$ larger than every $|\varepsilon_n|$, set $\tilde H=H/b$, and expand

$$
\delta_\sigma(\varepsilon-bx)\approx p(x)=\sum_{l=0}^{L}c_lT_l(x),\qquad -1\le x\le1,
$$

in Chebyshev polynomials $T_l(\cos\vartheta)=\cos l\vartheta$. The identity $\cos(l+1)\vartheta+\cos(l-1)\vartheta=2\cos\vartheta\cos l\vartheta$ gives the recursion for $w_l=T_l(\tilde H)z$:

$$
w_0=z,\qquad w_1=\tilde Hz,\qquad w_{l+1}=2\tilde Hw_l-w_{l-1}.
$$

Then $X\approx\sum_lc_l\,z^\dagger w_l$. The numbers $z^\dagger w_l$ do not depend on $\varepsilon$, so one recursion serves all energies. If the polynomial differs from the smeared delta function by at most $\eta$ on $[-1,1]$, the error in $X/N$ is at most $\eta z^\dagger z/N=\eta$ for phases. Its mean over the random vectors, $\mathrm{Tr}[p(\tilde H)-A]/N$, is a systematic error and does not fall with $R$.

Using the same vectors at all energies correlates the errors. For two Hermitian matrices $A$ and $B$, apply (2) to $A+B$ and subtract the separate variances:

$$
\mathrm{Cov}(X_A,X_B)=\mathrm{Re}\sum_{i\ne j}A_{ij}^*B_{ij}.
$$

A smooth deviation across neighbouring energies can therefore be noise. One property is protected: the integral of $\delta_\sigma(\varepsilon-H)$ over all energies is the identity, so before polynomial truncation each random-phase estimate integrates to $z^\dagger z/N=1$ state per site. An unnormalized Gaussian vector does not ensure this.

In production $V$ is unknown. With $x_r$ the value of $X/N$ from vector $r$ and $\bar x$ their mean, the error is estimated by

$$
(\Delta\rho)^2\approx\frac1{R(R-1)}\sum_{r=1}^{R}(x_r-\bar x)^2 .
$$

For a required relative error $\tau$, (5) gives $RN=v/(\rho\tau)^2$. At fixed $\sigma$ and $L$, a sparse recursion costs an amount proportional to $RN$, so the total cost does not grow with $N$ until $R$ reaches its minimum: one vector, or at least two if the error is to be estimated from the scatter of the $x_r$.

## Worked example

Take a periodic square lattice with nearest-neighbour hopping matrix element $-t$, $t=1$ eV, and site energies drawn uniformly from $-1$ to $1$ eV. The resolution is $\sigma=0.3$ eV and the energy $\varepsilon=1$ eV. These are model parameters and describe no particular material. Lattices of 144, 400 and 1024 sites, each with one disorder realization, were diagonalized to obtain $A$, and 3200 random vectors of each kind were applied to it. The table gives the error for one vector in eV$^{-1}$ per site, as predicted / sampled.

| $N$ | phases | Gaussian | normalized |
|---|---|---|---|
| 144 | 0.0298 / 0.0293 | 0.0327 / 0.0325 | 0.0301 / 0.0295 |
| 400 | 0.0167 / 0.0169 | 0.0185 / 0.0184 | 0.0169 / 0.0167 |
| 1024 | 0.0105 / 0.0104 | 0.0115 / 0.0115 | 0.0106 / 0.0105 |

The difference between phases and normalized Gaussian vectors is about one per cent, too small for these samples to resolve: at 400 sites the sampled order is the reverse of the predicted one.

For $N=1024$ the off-diagonal sum gives $v=0.1126$ eV$^{-2}$, so one random-phase vector has the error

$$
\sqrt{0.1126/1024}=0.0105\ \text{eV}^{-1}.
$$

The density from diagonalization is 0.1466 eV$^{-1}$ per site, and the relative error is $0.0105/0.1466=7.2\%$. The window holds $n=2\sqrt\pi\times0.3\times1024\times0.1466\approx160$ effective levels, and (7) estimates $1/\sqrt{160}=7.9\%$. The estimate is higher mainly because it omits the diagonal term of (6).

A relative error of one per cent needs 52 random-phase vectors or 62 unnormalized Gaussian ones. The variance ratio $V/\mathrm{Tr}\,A^2$ is 0.8251, below the bound of 0.8425 as it must be, since disorder makes the diagonal elements unequal.

A fit of the logarithm of the sampled random-phase error against $\log N$ gives the power $-0.53$. It is steeper than $-1/2$ because $v$ differs between the three samples: it is 0.128, 0.112 and 0.113 eV$^{-2}$ at 144, 400 and 1024 sites. Averages over 150, 30 and 5 further disorder realizations give 0.133, 0.111 and 0.113 eV$^{-2}$, with spreads of 0.004, 0.001 and 0.001 eV$^{-2}$ between realizations. The larger value at 144 sites is therefore a finite-size effect and not a disorder fluctuation.

If instead $\sigma$ shrinks as $1/N$, from 0.3 eV at 144 sites to 0.042 eV at 1024, the errors computed from $V$ are 0.030, 0.028 and 0.030 eV$^{-1}$. Seven times as many sites leave the error almost unchanged, because the resolution has been made seven times finer.

A practical run used 16 random-phase vectors on the 1024 sites. Taking the eigenvalue equation at the site $i$ where the eigenvector has its largest modulus gives $|\varepsilon_n|\le\sum_j|H_{ij}|$, and every such row sum is at most $4t+1\ \text{eV}=5$ eV, so $b=5.05$ eV was taken, with $L=200$. The estimate was 0.1457 eV$^{-1}$, lower than the diagonalization result by 0.0009 eV$^{-1}$; the predicted standard error is $0.0105/\sqrt{16}=0.0026$ eV$^{-1}$. In atomic units the diagonalization result is 3.99 hartree$^{-1}$ per site, and the 16-vector estimate is 3.96 hartree$^{-1}$ with a predicted standard error of 0.07 hartree$^{-1}$.

The choice of basis was examined on 400 sites. Without disorder, $v$ is 0.108 eV$^{-2}$ for phases on sites and zero for phases on Bloch states. With a new disorder realization of the same strength, the values are 0.111 and 0.049 eV$^{-2}$. For this sample, Bloch phases would need $0.049/0.111=0.44$ times as many vectors, at the price of a Fourier transform of each starting vector to the site basis. The gain is limited to weak disorder: the ratio rises to about 0.87 for site energies between $-2$ and $2$ eV, and to about 1.13 between $-4$ and $4$ eV, where phases on sites are the better choice.
